Renormalized Landau coefficients of a ferroelectric film with clamped in-plane strain

**1. What goes wrong with bulk coefficients**

Suppose the Landau coefficients of a stress-free ferroelectric crystal are used unchanged for a thin film of the same material on a thick substrate. For the parameters of section 8 they predict a discontinuous transition at 394 K. Once the film's elastic energy is treated properly, the same model, with 1 % in-plane compression, gives a continuous transition near 820 K. Both the temperature and the order were wrong.

The cause is mechanical. Polarization changes the natural shape of the crystal. A free crystal adopts that shape at no elastic cost, but a film can do so only along its normal. The remaining mismatch costs energy, which depends on polarization and so changes the Landau coefficients.

**2. Energy and conventions**

Axes 1 and 2 lie in the film, along cube axes of the paraelectric phase; axis 3 is the normal. Strains ε1 to ε6 are in Voigt notation with engineering shears, so ε6 is twice the tensor component ε12. They are measured from the stress-free paraelectric lattice at the same temperature. The energy per volume is

F = F_L(P) + ½ (ε − ε⁰)ᵀ C (ε − ε⁰).

Here C is the stiffness matrix and S = C⁻¹ the compliance, with cubic elements s11, s12, s44. The spontaneous strain is

ε⁰1 = Q11 P1² + Q12 (P2² + P3²), and cyclic,
ε⁰6 = Q44 P1 P2, and cyclic.

With x = P1², y = P2², z = P3², the Landau part is

F_L = a1(x + y + z) + a11(x² + y² + z²) + a12(xy + yz + zx) + F6,
F6 = a111(x³ + y³ + z³) + a112[x²(y + z) + y²(x + z) + z²(x + y)] + a123 xyz.

If all six strains are free, the minimum is at ε = ε⁰ and F = F_L. The a's are therefore stress-free coefficients. At zero strain the energy contains the extra quartic term ½ ε⁰ᵀCε⁰. Coefficients defined at fixed strain already include it, and inserting them here would count it twice.

The film is coherent with its substrate, so

ε1 = ε2 = u, ε6 = 0.

Its upper surface carries no traction. For now P is uniform, and ideal short-circuited electrodes remove the depolarizing field. Elasticity is linear and the spontaneous strain is quadratic in P.

**3. Minimizing over the free strains**

The stress is σ = ∂F/∂ε = C(ε − ε⁰). Setting the derivatives with respect to ε3, ε4 and ε5 to zero gives

σ3 = σ4 = σ5 = 0.

This is the free-surface condition, and it holds throughout the uniform film. Since C is positive definite, so is its block for the free strains, and the stationary point is the unique minimum.

Next, write the mismatch as ε − ε⁰ = Sσ. Let m contain its in-plane components 1, 2, 6, and let τ contain the stresses σ1, σ2, σ6. The other stresses vanish, so

m = S_in τ,

where S_in is the in-plane block of S, with rows (s11, s12, 0), (s12, s11, 0), (0, 0, s44). In the elastic energy ½ σᵀ(ε − ε⁰), the products with σ3, σ4 and σ5 also vanish. Hence

W = ½ τᵀ m = ½ mᵀ S_in⁻¹ m.

The inverse is taken of the compliance block. Using the in-plane block of C instead would set the normal strain equal to its spontaneous value ε⁰3, rather than let it relax until σ3 = 0.

The stress-based potential gives the same result. At fixed in-plane strain one needs

F_L − ½ τᵀ S_in τ + τᵀ m.

Its derivative with respect to τ vanishes at S_in τ = m, where its value is F_L + ½ mᵀS_in⁻¹m. In τ this point is a maximum, because the quadratic term is negative.

**4. Expansion in the polarization**

Define

K = s11 + s12, L = s11 − s12, A = Q11 + Q12, B = Q11 − Q12.

The 1-2 part of S_in has eigenvalue K for equal components and L for opposite ones. Therefore

W = (m1 + m2)²/(4K) + (m1 − m2)²/(4L) + m6²/(2 s44).

The mismatches are

m1 = u − Q11 x − Q12(y + z),
m2 = u − Q11 y − Q12(x + z),
m6 = −Q44 P1 P2,

and so

m1 + m2 = 2u − A(x + y) − 2Q12 z,
m1 − m2 = −B(x − y).

The square of the sum is

4u² − 4uA(x + y) − 8uQ12 z + A²(x + y)² + 4AQ12(x + y)z + 4Q12² z².

Dividing by 4K and adding the other two terms gives

W = u²/K − (uA/K)(x + y) − (2uQ12/K) z
 + [A²/(4K) + B²/(4L)](x² + y²) + (Q12²/K) z²
 + [A²/(2K) − B²/(2L) + Q44²/(2s44)] xy + (AQ12/K)(x + y)z.

To return to the original constants, use KL = s11² − s12², A² + B² = 2(Q11² + Q12²) and A² − B² = 4Q11Q12. Then

A²L + B²K = 2s11(Q11² + Q12²) − 4s12 Q11Q12,
A²L − B²K = 4s11 Q11Q12 − 2s12(Q11² + Q12²).

**5. The result**

The film energy is

F* = u²/K + a1*(x + y) + a3* z + a11*(x² + y²) + a33* z² + a12* xy + a13*(x + y)z + F6,

with quadratic coefficients

a1* = a1 − u(Q11 + Q12)/(s11 + s12),
a3* = a1 − 2uQ12/(s11 + s12),

and quartic coefficients

a11* = a11 + [(Q11² + Q12²)s11 − 2Q11Q12 s12] / [2(s11² − s12²)],
a33* = a11 + Q12²/(s11 + s12),
a12* = a12 + [2Q11Q12 s11 − (Q11² + Q12²)s12]/(s11² − s12²) + Q44²/(2s44),
a13* = a12 + Q12(Q11 + Q12)/(s11 + s12).

The imposed strain enters the quadratic coefficients. The quartic changes do not contain u: they remain even when the substrate matches the paraelectric lattice. Sixth-order coefficients are unchanged, because the spontaneous strain is quadratic in P and its square stops at fourth order.

For polarization along the normal at u = 0, the quartic coefficient cannot decrease as strains are fixed, since a minimum over fewer variables cannot be lower. Free crystal, film and fully clamped crystal thus form a nondecreasing sequence. If Q12 = 0, the first two coincide: the spontaneous strain for this direction is then purely along the free normal.

Unequal in-plane strains u1 and u2 need one change. In the energy, 2u becomes u1 + u2, and m1 − m2 gains u1 − u2. The strain parts of the coefficients of x and y become

−A(u1 + u2)/(2K) ∓ B(u1 − u2)/(2L),

with the upper sign for x. For z the strain part is −Q12(u1 + u2)/K. An imposed shear u6 adds −(Q44u6/s44)P1P2 and the constant u6²/(2s44).

**6. Transition temperature and order**

Let a1 = (T − T0)/(2ε0C_W), where C_W is the Curie constant. The two quadratic coefficients vanish at

T_normal = T0 + 4ε0C_W Q12 u/K,
T_plane = T0 + 2ε0C_W (Q11 + Q12)u/K.

When Q12 < 0 < Q11 + Q12, compression raises the first temperature and tension the second. Either sign of u then raises the higher branch. The mechanism for compression is direct: polarization along the normal shrinks the natural in-plane lattice and relieves the imposed stress.

A vanishing quadratic coefficient marks the actual transition only if no distant polar state has become lower first. This is excluded if the quartic energy is positive in every direction. Put r = x + y. If 2a11* > a12*, then xy ≤ r²/4 gives

a11*(x² + y²) + a12* xy = a11* r² − (2a11* − a12*)xy ≥ g r²,
g = (2a11* + a12*)/4.

The quartic energy is therefore at least g r² + a33* z² + a13* r z. For a13* < 0 it is positive when g > 0, a33* > 0 and 4g a33* > a13*². With positive sixth-order coefficients, P = 0 is then the global minimum among uniform states until the higher branch is reached, and the uniform polarization grows continuously from zero below it. The bound says nothing about twinned states, whose domains have different spontaneous strains and can relax part of the clamping energy.

**7. Where the local formula holds**

The derivation survives if P varies only along the normal. Displacements that depend on z-position, added to the imposed in-plane deformation, can produce any ε3, ε4 and ε5 in each layer without changing ε1, ε2 or ε6. The condition σ3 = σ4 = σ5 = 0 can hold in every layer, and the in-plane stresses do not vary laterally, so the forces balance. Gradient and electrostatic energies must be added separately.

Lateral variation is different. Consider a modulation of P3² along axis 1, with a wavelength much shorter than the thickness, deep inside the film. Displacements that depend on position along axis 1 alone change ε1, ε5 and ε6, but cannot change ε2, ε3 or ε4. Axis 1 now plays the part of the free normal, and the polarization lies in the clamped plane. By cubic symmetry, the elastic coefficient of the squared fluctuation of P3² is a11* − a11, instead of the a33* − a11 that the local formula would use. Such domain patterns require a nonlocal elastic calculation.

Antiparallel domains with polarization ±P3 have the same spontaneous strain in their interiors. There the uniform elastic result applies; the walls need separate treatment.

**8. A compressed film at room temperature**

The parameters are rough, round values in the regime of barium titanate on a scandate substrate:

- u = −1 %, thickness 20 nm, temperature 300 K;
- T0 = 385 K, C_W = 1.5×10⁵ K;
- s11, s12, s44 = 8.0, −2.5, 9.0 in 10⁻¹²/Pa;
- Q11, Q12, Q44 = 0.110, −0.045, 0.060 m⁴/C²;
- a11, a12 = −2.0, 3.0 in 10⁸ J m⁵/C⁴;
- a111, a112, a123 = 3.0, 4.5, 5.0 in 10⁹ J m⁹/C⁶.

Here K = 5.5×10⁻¹²/Pa and a1 = −0.32×10⁸ J m/C². The strain part of a3* is

−2(−0.01)(−0.045)/(5.5×10⁻¹²) = −1.64×10⁸ J m/C²,

so a3* = −1.96×10⁸ J m/C². For the in-plane direction the strain part is +1.18×10⁸, giving a1* = +0.86×10⁸ J m/C². Compression favours the normal and opposes the plane.

The normal quartic coefficient changes by

(0.045)²/(5.5×10⁻¹²) = 3.68×10⁸ J m⁵/C⁴.

Thus a33* = 1.68×10⁸, between −2.00×10⁸ for the free crystal and 5.85×10⁸ for full clamping. The others are a11* = 5.64, a12* = −2.60 and a13* = −2.32, in 10⁸ J m⁵/C⁴. For the lateral modulation of section 7 the elastic cost is 7.64×10⁸, about twice the local value of 3.68×10⁸.

*Transition.* In units of 10⁸ J m⁵/C⁴, g = (11.28 − 2.60)/4 = 2.17. Then 4g a33* = 14.6 exceeds a13*² = 5.4, and section 6 guarantees a continuous transition among uniform states. Since 2ε0C_W = 2.66×10⁻⁶ in SI units, the normal branch moves up by 435 K, to 820 K. At u = +1 % the in-plane branch leads, at 699 K. There a fine twin of equal domains polarized along axes 1 and 2 competes with the uniform state. It has m1 = m2 = u − AP²/2, hence the same quadratic coefficient a1*, but its quartic coefficient is only a11 + A²/(4K) = −0.08×10⁸ J m⁵/C⁴ before wall energy is counted. At u = 0 both branches lie at 385 K.

For the stress-free crystal, coexistence of P = 0 with a polar state along one axis requires F_L = 0 and dF_L/dP = 0:

a1 + a11P² + a111P⁴ = 0, a1 + 2a11P² + 3a111P⁴ = 0.

Subtraction gives P² = −a11/(2a111), and then a1 = a11²/(4a111). The polarization jumps by 18 μC/cm² at 394 K. States with several components do not appear earlier, because all the cross terms here are positive. For a uniformly polarized film, clamping at u = 0 therefore removes the jump and lowers the transition by 9 K. This need not hold if the film twins. Domains polarized along axes 3 and 1, with walls at 45°, can adjust their fraction to minimize W over m1, which leaves a quartic cost of only Q12²/(2s11) = 1.27×10⁸ J m⁵/C⁴. The total, −0.73×10⁸, is again negative, and wall energy and thickness decide which state forms.

*Polarization.* With P1 = P2 = 0, dividing dF*/dP3 = 0 by 2P3 gives

a3* + 2a33* z + 3a111 z² = 0,
z = [−a33* + √(a33*² − 3a3*a111)]/(3a111).

Numerically, z = (−1.68 + 13.37)×10⁸/(9×10⁹) = 0.130 C²/m⁴, so P3 = 0.36 C/m², or 36 μC/cm². At the same temperature the stress-free value is 29 μC/cm². The coefficient that resists a small in-plane component is a1* + a13*z + a112z² = 1.3×10⁸ J m/C². It is positive, so the state is stable against rotation.

*Stress and shape.* The normal state has

σ1 = (u − Q12P3²)/K = (−0.0100 + 0.0058)/(5.5×10⁻¹²) ≈ −0.76 GPa.

Without polarization the stress would be −1.8 GPa. The normal strain is

ε3 = Q11P3² + 2s12σ1 = 1.43 % + 0.38 % = 1.81 %.

*Switching.* The field along the normal is E3 = dF*/dP3. Its most negative value on the branch from P3 = 0 to equilibrium gives an ideal uniform switching field of 0.70 MV/cm. It is not a prediction of a measured coercive field, since nucleation and wall motion are absent.

**9. Comparison with real films**

Bulk barium titanate becomes ferroelectric at roughly 400 K, with a room-temperature polarization of roughly 25 μC/cm². The stress-free model has the right size. Coherently compressed films can have transitions hundreds of kelvin above the bulk one, as the model suggests, but 820 K should not be read as a measured value. One assumption with a large effect is coherence. Equating the isotropic energy of an edge misfit dislocation with the elastic work it releases gives the equilibrium strain

|u_eq| = b[ln(h/b) + 1]/[8π(1 + ν)h],

where h is the thickness, b the Burgers length, ν = −s12/s11, and the 1 in brackets a rough core term. For b = 0.4 nm, 1 % strain in the paraelectric state is in equilibrium only up to about 4 nm; the smaller stress of the polar state at 300 K would raise this limit to roughly 13 nm. Both limits are rough, because the crystal is elastically anisotropic and the core term is uncertain. By this estimate, a 20 nm film that is fully strained in the paraelectric state owes its strain to slow relaxation. If it relaxed in that state, to the estimated 0.3 %, its transition would fall to about 510 K.

Imperfect electrodes also matter. If each has an effective screening length λ, the short-circuit condition is E3h + 2λP3/ε0 = 0. The associated energy λP3²/(ε0h) adds λ/(ε0h) to a3*. For a rough λ = 0.01 nm this is 0.56×10⁸ J m/C². It lowers the transition by about 150 K and the 300 K polarization to 33 μC/cm², if the film remains a single domain. For the single-domain state the shift is proportional to λ. That condition is restrictive: antiparallel domains avoid most of the depolarizing energy, and at this thickness they can appear at a higher temperature than the uniform state. The transition is then lowered by less, and the lowering levels off as λ grows. Its size depends on gradient coefficients that this model does not contain.

Three further corrections to the transition or polarization follow from rough inputs:

- An expansion mismatch of 2×10⁻⁶/K changes the strain by 0.1 % between 300 K and the transition, shifting the latter by about 45 K. The sign depends on which material expands more.
- If nonlinear elasticity changes the film's in-plane stiffness, averaged from zero to 1 % strain, by 10 %, the stress at P = 0 changes by the same fraction and the transition by about 43 K.
- If a11 has a slope of 4×10⁶ J m⁵/(C⁴ K) about its value at T0, the polarization at 300 K becomes 41 μC/cm² instead of 36.

These are separate estimates, not error bars to be added. The numerical output below lists most of the values.

Table of computed values

```
T0 = 385 K
Curie constant = 1.5e+05 K
Temperature of use = 300 K
In-plane strain u = -1 %
Film thickness = 20 nm
s11, s12, s44 = 8.00, -2.50, 9.00 1e-12/Pa
Q11, Q12, Q44 = 0.110, -0.045, 0.060 m^4/C^2
a11, a12 = -2.00, 3.00 1e8 J m^5/C^4
a111, a112, a123 = 3.00, 4.50, 5.00 1e9 J m^9/C^6
a1 at use = -0.32 1e8 J m/C^2
Strain part of a1* = 1.182 1e8 J m/C^2
a1* = 0.8618 1e8 J m/C^2
Strain part of a3* = -1.636 1e8 J m/C^2
a3* = -1.956 1e8 J m/C^2
a11*: added 7.641, total 5.641 1e8 J m^5/C^4
a33*: added 3.682, total 1.682 1e8 J m^5/C^4
a12*: added -5.600, total -2.600 1e8 J m^5/C^4
a13*: added -5.318, total -2.318 1e8 J m^5/C^4
P3 quartic, fully clamped = 5.849 1e8 J m^5/C^4
Elastic quartic cost, lateral P3^2 wave = 7.641 1e8 J m^5/C^4
u = -1 %: normal branch 819.7 K, in-plane branch 71.1 K
u = 0 %: normal branch 385.0 K, in-plane branch 385.0 K
u = 1 %: normal branch -49.7 K, in-plane branch 698.9 K
Stress-free transition = 393.9 K
Stress-free polarization jump = 18.3 uC/cm2
Stress-free polarization at use = 29.3 uC/cm2
Film polarization at use = 36 uC/cm2
Film polarization at use, SI = 0.36 C/m^2
In-plane stress = -0.755 GPa
Normal strain = 1.81 %
Ideal switching field = 0.703 MV/cm
Neglected effects (rough inputs):
Dislocation Burgers length = 0.4 nm
Critical thickness for dislocations = 4 nm
Strain left if film relaxes = -0.3 %
Tc if film relaxes = 514 K
Electrode screening length = 0.01 nm
Screening term added to a3* = 0.56 1e8 J m/C^2
Tc lowering by screening = 1.5e+02 K
Depolarizing field at ideal P = 0.41 MV/cm
Polarization with screening = 32.7 uC/cm2
Expansion mismatch = 2 1e-6/K
Strain change, use to Tc = 0.1 %
Tc change from that strain = 45 K
Stiffness change, nonlinear = 10 %
Tc change from that stiffness = 43 K
Slope of a11 = 4 1e6 J m^5/(C^4 K)
Polarization with sloped a11 = 41 uC/cm2
```
